# Forces of the Harris functional with a moving atomic input density: a numerical check

```python
# Harris functional forces for superposed atomic densities, 1D soft-Coulomb model.
# E_H = sum f eps - TS - int n_in v_Hx[n_in] + E_Hx[n_in] + E_II, n_in = sum_a rho_a(x-R_a)
# Result under test (Hartree atomic units):
#   -dE_H/dR_a = -int n_out dv_ext/dR_a - dE_II/dR_a      (Hellmann-Feynman, HF)
#                - <n_out-n_in|K|dn_in/dR_a>               (K term, dn_in/dR_a = -rho_a')
#                - 2 sum f <dpsi/dR_a|H-eps|psi>           (Pulay, moving basis only)
# w(u)=1/sqrt(u^2+1); K = w + f_x delta; exchange-only LDA of the 1D gas with w:
# e_x=-(1/pi^2) int_0^Q (Q-q)K0 dq, v_x=-(1/pi) int_0^Q K0 dq, f_x=-K0(Q), Q=pi n.
# chi0: independent-particle response; n_sc, F_sc: self-consistent density and force.
import numpy as np
from scipy import linalg, special, integrate, optimize, constants

HA_EV = constants.physical_constants['Hartree energy in eV'][0]
BOHR_A = constants.physical_constants['Bohr radius'][0] * 1e10
FCONV = HA_EV / BOHR_A
h, half = 0.2, 125
x = h * np.arange(-half, half + 1)
N = x.size
Z = np.array([3.0, 1.0])
ATOM_OCC = [np.array([2.0, 1.0]), np.array([1.0])]
MOL_OCC = np.array([2.0, 2.0])
NEL = MOL_OCC.sum()
STEP = 5e-3
w = lambda u: (u * u + 1) ** -0.5
dw = lambda u: -u * (u * u + 1) ** -1.5
d2w = lambda u: (2 * u * u - 1) * (u * u + 1) ** -2.5
idx = np.arange(N)
dij = idx[:, None] - idx[None, :]
T = np.where(dij == 0, np.pi ** 2 / 6,
             (1.0 - 2 * (np.abs(dij) % 2)) / np.maximum(dij * dij, 1)) / h ** 2
W, dW = w(h * dij), dw(h * dij)
kk = np.arange(30)
harm = np.concatenate(([0.0], np.cumsum(1.0 / np.arange(1, 30))))
fact2 = special.factorial(kk) ** 2

def exchange(n):
    Q = np.pi * np.maximum(n, 1e-20)
    P = (Q[:, None] / 2) ** (2 * kk) / fact2
    c = harm - np.euler_gamma - np.log(Q[:, None] / 2)
    I0 = Q * np.sum(P / (2 * kk + 1) * (c + 1 / (2 * kk + 1)), axis=1)
    I1 = Q * Q * np.sum(P / (2 * kk + 2) * (c + 1 / (2 * kk + 2)), axis=1)
    return -(Q * I0 - I1) / np.pi ** 2, -I0 / np.pi

f_x = lambda n: -special.k0(np.pi * np.maximum(n, 1e-20))
kernel = lambda n: h * W + np.diag(f_x(n))
e_hx = lambda n: 0.5 * h * h * n @ W @ n + h * exchange(n)[0].sum()

def evaluate(vext, n, occ, kT=0.0, B=None):
    vhx = h * W @ n + exchange(n)[1]
    H = T + np.diag(vext + vhx)
    if B is None:
        eps, U = np.linalg.eigh(H)
        C = None
    else:
        eps, C = linalg.eigh(B.T @ H @ B, B.T @ B)
        U = B @ C
    f, TS = np.zeros(eps.size), 0.0
    if kT == 0.0:
        f[:occ.size] = occ
    else:
        fermi = lambda mu: special.expit((mu - eps) / kT)
        mu = optimize.brentq(lambda m: 2 * fermi(m).sum() - occ.sum(),
                             eps[0] - 2, eps[5] + 1, xtol=1e-15, rtol=1e-15)
        p = fermi(mu)
        f = 2 * p
        TS = -2 * kT * np.sum(special.xlogy(p, p) + special.xlogy(1 - p, 1 - p))
    band, dc, ehx = f @ eps, h * n @ vhx, e_hx(n)
    return dict(E=band - TS - dc + ehx, band=band, dc=dc, ehx=ehx, TS=TS, eps=eps,
                U=U, C=C, H=H, f=f, n=n, out=(U * U) @ f / h)

def chi0(r):
    X = np.zeros((N, N))
    for i in np.nonzero(r['f'])[0]:
        den = r['eps'][i] - r['eps']
        den[i] = np.inf
        A = r['U'] * r['U'][:, [i]]
        X += 2 * r['f'][i] / h * (A / den) @ A.T
    return X

def scf(vext, n, occ, premix=10):
    norm = lambda r: np.sqrt(h * np.sum((r['out'] - r['n']) ** 2))
    r = evaluate(vext, n, occ)
    for _ in range(premix):
        r = evaluate(vext, r['n'] + 0.3 * (r['out'] - r['n']), occ)
    for _ in range(40):
        if norm(r) < 1e-11:
            return r
        step = np.linalg.solve(np.eye(N) - chi0(r) @ kernel(r['n']), r['out'] - r['n'])
        t = 1.0
        while True:
            trial = evaluate(vext, np.maximum(r['n'] + t * step, 0.0), occ)
            if norm(trial) < norm(r) or t < 0.02:
                break
            t /= 2
        r = trial
    raise RuntimeError('SCF not converged')

atoms = []
for a in range(2):
    U0 = np.linalg.eigh(T + np.diag(-Z[a] * w(x)))[1][:, :ATOM_OCC[a].size]
    atoms.append(scf(-Z[a] * w(x), (U0 * U0) @ ATOM_OCC[a] / h, ATOM_OCC[a], premix=20))

def atom_density(a, Ra):
    u = (x[:, None] - Ra - x[None, :]) / h
    S = np.sinc(u)
    small = np.abs(u) < 1e-3
    D = np.where(small, -np.pi ** 2 * u / 3 + np.pi ** 4 * u ** 3 / 30,
                 (np.cos(np.pi * u) - S) / np.where(small, 1.0, u)) / h
    orb = atoms[a]['U'][:, :ATOM_OCC[a].size]
    phi, dphi = S @ orb, D @ orb
    return (phi * phi) @ ATOM_OCC[a] / h, 2 * (phi * dphi) @ ATOM_OCC[a] / h

n_atomic = lambda R: atom_density(0, R[0])[0] + atom_density(1, R[1])[0]
v_ext = lambda R: -Z[0] * w(x - R[0]) - Z[1] * w(x - R[1])
dv_dR = lambda R, a: Z[a] * dw(x - R[a])
E_II = lambda R: Z[0] * Z[1] * w(R[0] - R[1])
dEII = lambda R, a: Z[0] * Z[1] * dw(R[a] - R[1 - a])
f_hf = lambda R, a, nout: -h * nout @ dv_dR(R, a) - dEII(R, a)
f_k = lambda r, dn: -h * (r['out'] - r['n']) @ kernel(r['n']) @ dn

def deriv(fun, R, a):
    e = np.zeros(2)
    e[a] = STEP
    return (8 * (fun(R + e) - fun(R - e)) - (fun(R + 2 * e) - fun(R - 2 * e))) / (12 * STEP)

def E_harris(Rion, Rden, kT=0.0, B=None, entropy=True):
    r = evaluate(v_ext(Rion), n_atomic(Rden), MOL_OCC, kT, B)
    return r['E'] + E_II(Rion) + (0.0 if entropy else r['TS'])

# exchange functional against real-space quadrature and finite differences
for n0 in (0.05, 0.3, 1.2):
    k = np.pi * n0 / 2
    g = lambda u: w(u) / u ** 2
    core = integrate.quad(lambda u: w(u) * (k * np.sinc(k * u / np.pi)) ** 2, 0, 50,
                          limit=800, epsabs=1e-12, epsrel=1e-12)[0]
    t1 = integrate.quad(g, 50, np.inf, epsabs=1e-13)[0]
    t2 = integrate.quad(g, 50, np.inf, weight='cos', wvar=2 * k, epsabs=1e-12)[0]
    ex_quad = -2 * (core + 0.5 * (t1 - t2)) / np.pi ** 2
    e3, v3 = exchange(np.array([n0 - 1e-5, n0, n0 + 1e-5]))
    assert abs(ex_quad - e3[1]) < 1e-9
    assert abs((e3[2] - e3[0]) / 2e-5 - v3[1]) < 1e-8
    assert abs((v3[2] - v3[0]) / 2e-5 - f_x(np.array([n0]))[0]) < 1e-7

R0 = np.array([-1.0, 2.0])
print(f"grid: h = {h} bohr, x in [{x[0]:.0f},{x[-1]:.0f}] bohr, {N} points; FD step {STEP} bohr")
print(f"Z_A = {Z[0]:.0f}, Z_B = {Z[1]:.0f}, N = {NEL:.0f}, R_A = {R0[0]} bohr, R_B = {R0[1]} bohr")
print(f"1 Ha/bohr = {FCONV:.4f} eV/A")
print(f"atom A levels {atoms[0]['eps'][0]:.5f} {atoms[0]['eps'][1]:.5f} Ha; atom B {atoms[1]['eps'][0]:.5f} Ha")
r0 = evaluate(v_ext(R0), n_atomic(R0), MOL_OCC)
res0 = r0['out'] - r0['n']
assert abs(h * r0['n'].sum() - NEL) < 1e-6
EH = r0['E'] + E_II(R0)
print("input levels 1-3:", " ".join(f"{e:.5f}" for e in r0['eps'][:3]), "Ha")
print(f"band = {r0['band']:.6f} Ha, int n_in v_Hx = {r0['dc']:.6f} Ha")
print(f"E_Hx[n_in] = {r0['ehx']:.6f} Ha, E_II = {E_II(R0):.6f} Ha, E_H = {EH:.6f} Ha")
print(f"int|n_out-n_in| = {h*np.abs(res0).sum():.5f} e, int x(n_out-n_in) = {h*x@res0:.5f} e bohr")

rho = [atom_density(a, R0[a]) for a in range(2)]
F, FHF, FK = np.zeros(2), np.zeros(2), np.zeros(2)
for a, s in enumerate('AB'):
    FHF[a], FK[a] = f_hf(R0, a, r0['out']), f_k(r0, -rho[a][1])
    F[a] = FHF[a] + FK[a]
    kx = h * res0 @ (f_x(r0['n']) * rho[a][1])
    fd = -deriv(lambda R: E_harris(R, R), R0, a)
    fd_ion = -deriv(lambda R: E_harris(R, R0), R0, a)
    fd_den = -deriv(lambda R: E_harris(R0, R), R0, a)
    assert abs(fd - F[a]) < 1e-8 and abs(fd_ion - FHF[a]) < 1e-8 and abs(fd_den - FK[a]) < 1e-8
    assert abs(FK[a]) > 1e-4
    dvh = h * dW @ rho[a][0]
    na1 = h * r0['out'] @ (-Z[a] * dw(x - R0[a]) + dvh)
    na2 = -h * rho[1 - a][0] @ dvh - dEII(R0, a)
    assert abs(na1 + na2 + kx - F[a]) < 1e-6
    print(f"{s}: electron-ion {FHF[a]+dEII(R0,a):.6f}, ion-ion {-dEII(R0,a):.6f}, HF {FHF[a]:.6f} Ha/bohr")
    print(f"{s}: K term {FK[a]:.6f} = Hartree {FK[a]-kx:.6f} + exchange {kx:.6f} Ha/bohr")
    print(f"{s}: F formula {F[a]:.9f}, FD {fd:.9f}, diff {F[a]-fd:.1e} Ha/bohr")
    print(f"{s}: FD frozen n_in {fd_ion:.9f}, FD frozen ions {fd_den:.9f} Ha/bohr")
    print(f"{s}: neutral-atom term {na1:.6f}, pair term {na2:.6f} Ha/bohr")
    print(f"{s}: F = {F[a]*FCONV:.4f} eV/A, K term = {FK[a]*FCONV:.4f} eV/A")
assert abs(F.sum()) < 1e-6 and abs(FHF.sum()) > 1e-4
print(f"sum HF {FHF.sum():.6f}, sum K {FK.sum():.6f}, sum F {F.sum():.1e} Ha/bohr")

i15 = np.argmin(np.abs(x - 15))
nB = atoms[1]['out']
vna = -Z[1] * w(x[i15]) + h * W[i15] @ nB
x2 = h * nB @ x ** 2
assert abs(vna / (0.5 * x2 * d2w(x[i15])) - 1) < 0.1
print(f"atom B: int x^2 rho = {x2:.4f} e bohr^2; at {x[i15]:.0f} bohr v_ion {-Z[1]*w(x[i15]):.5f} Ha")
print(f"  v_NA {vna:.3e} Ha, leading tail {0.5*x2*d2w(x[i15]):.3e} Ha")

# Fermi occupations
kT = 0.05
rT = evaluate(v_ext(R0), r0['n'], MOL_OCC, kT)
FT = f_hf(R0, 1, rT['out']) + f_k(rT, -rho[1][1])
fdT = -deriv(lambda R: E_harris(R, R, kT), R0, 1)
fdT0 = -deriv(lambda R: E_harris(R, R, kT, entropy=False), R0, 1)
assert abs(FT - fdT) < 1e-8 and abs(FT - fdT0) > 1e-5
print(f"kT = {kT} Ha: TS = {rT['TS']:.6f} Ha, F_B formula {FT:.9f} Ha/bohr")
print(f"  FD with -TS {fdT:.9f}, FD without -TS {fdT0:.9f} Ha/bohr")

# atom-centred Gaussian bases: s only, and s with p (which contains the s derivatives)
ALPHA = (0.15, 0.6)
def basis(R, with_p, moved=None):
    cols, dcols, is_s = [], [], []
    for a in range(2):
        u = x - R[a]
        on = 1.0 if a == moved else 0.0
        for al in ALPHA:
            gs = np.exp(-al * u * u)
            cols.append(gs)
            dcols.append(on * 2 * al * u * gs)
            is_s.append(1.0)
            if with_p:
                cols.append(u * gs)
                dcols.append(on * (2 * al * u * u - 1) * gs)
                is_s.append(0.0)
    return np.array(cols).T, np.array(dcols).T, np.array(is_s)

def pulay(r, dB):
    resid = r['H'] @ r['U'] - r['U'] * r['eps']
    return -2 * np.sum(r['f'] * np.sum((dB @ r['C']) * resid, axis=0))

print(f"Gaussian exponents {ALPHA} bohr^-2 on each atom; forces in Ha/bohr")
for with_p, lab in ((False, 's'), (True, 's,p')):
    FP = np.zeros(2)
    for a, s in enumerate('AB'):
        B, dB, is_s = basis(R0, with_p, a)
        rG = evaluate(v_ext(R0), r0['n'], MOL_OCC, B=B)
        FP[a] = pulay(rG, dB)
        FG = f_hf(R0, a, rG['out']) + f_k(rG, -rho[a][1])
        fdG = -deriv(lambda R: E_harris(R, R, B=basis(R, with_p)[0]), R0, a)
        print(f"{lab} basis, {s}: HF+K {FG:.8f}, Pulay {FP[a]:.8f}, sum {FG+FP[a]:.8f}, FD {fdG:.8f}")
        assert abs(FG + FP[a] - fdG) < 1e-7
        if with_p:
            assert abs(pulay(rG, dB * is_s)) < 1e-9
    if not with_p:
        assert np.max(np.abs(FP)) > 1e-4

# self-consistent reference and orders of the errors
def E_KS(r, R):
    kin = np.sum(r['f'][:2] * np.sum(r['U'][:, :2] * (T @ r['U'][:, :2]), axis=0))
    return kin + h * r['out'] @ v_ext(R) + e_hx(r['out']) + E_II(R)
sc = scf(v_ext(R0), r0['n'], MOL_OCC)
nsc, Esc = sc['out'], E_KS(sc, R0)
assert abs(sc['E'] + E_II(R0) - Esc) < 1e-10
X, K = chi0(sc), kernel(nsc)
Fsc = np.array([f_hf(R0, a, nsc) for a in range(2)])
dnsc = [np.linalg.solve(np.eye(N) - X @ K, X @ dv_dR(R0, a)) for a in range(2)]
def sc_pack(R):
    r = scf(v_ext(R), nsc, MOL_OCC, premix=0)
    return np.concatenate(([E_KS(r, R)], r['out']))
dsc = deriv(sc_pack, R0, 1)
print(f"E_sc = {Esc:.6f} Ha, E_H - E_sc = {EH-Esc:.6f} Ha, SCF gap {sc['eps'][2]-sc['eps'][1]:.5f} Ha")
print(f"F_sc: A {Fsc[0]:.6f}, B {Fsc[1]:.6f} Ha/bohr; B = {Fsc[1]*FCONV:.4f} eV/A")
print(f"F_sc on B from FD of E_sc {-dsc[0]:.6f} Ha/bohr")
assert abs(-dsc[0] - Fsc[1]) < 1e-8 and np.max(np.abs(dsc[1:] - dnsc[1])) < 1e-7
print(f"F_H-F_sc: A {F[0]-Fsc[0]:.6f}, B {F[1]-Fsc[1]:.6f} Ha/bohr")
print(f"HF-F_sc: A {FHF[0]-Fsc[0]:.6f}, B {FHF[1]-Fsc[1]:.6f} Ha/bohr")
Delta = r0['n'] - nsc
lam = 0.004
r1, r2 = (evaluate(v_ext(R0), nsc + l * Delta, MOL_OCC) for l in (lam, 2 * lam))
lin_res = X @ (K @ Delta) - Delta
cE = 0.5 * h * Delta @ K @ lin_res
cE_num = 2 * (r1['E'] + E_II(R0) - Esc) / lam ** 2 - (r2['E'] + E_II(R0) - Esc) / (2 * lam) ** 2
print(f"path n_sc + lam(n_at-n_sc), lam = {lam} and {2*lam}")
print(f"(E_H-E_sc)/lam^2: extrapolated {cE_num:.6f}, predicted {cE:.6f} Ha")
assert abs(cE_num - cE) < 0.01 * abs(cE) + 1e-5
for a, s in enumerate('AB'):
    eh = [f_hf(R0, a, r['out']) - Fsc[a] for r in (r1, r2)]
    ea = [e + f_k(r, -rho[a][1]) for e, r in zip(eh, (r1, r2))]
    es = [e + f_k(r, dnsc[a]) for e, r in zip(eh, (r1, r2))]
    ch = -h * (X @ (K @ Delta)) @ dv_dR(R0, a)
    ca = -h * lin_res @ K @ (-rho[a][1] - dnsc[a])
    chn, can = 2 * eh[0] / lam - eh[1] / (2 * lam), 2 * ea[0] / lam - ea[1] / (2 * lam)
    order = np.log2(abs(es[1] / es[0]))
    print(f"{s}: HF error/lam {chn:.6f}, predicted {ch:.6f} Ha/bohr")
    print(f"{s}: atomic-corrected error/lam {can:.6f}, predicted {ca:.6f} Ha/bohr")
    print(f"{s}: response-corrected error {es[0]:.3e}, {es[1]:.3e} Ha/bohr, order {order:.3f}")
    assert abs(chn - ch) < 0.01 * abs(ch) + 1e-5 and abs(can - ca) < 0.01 * abs(ca) + 1e-5
    assert abs(ca) > 1e-4 and abs(order - 2) < 0.1

# other separations
for d in (2.0, 4.0):
    R = np.array([-1.0, -1.0 + d])
    r = evaluate(v_ext(R), n_atomic(R), MOL_OCC)
    hf = np.array([f_hf(R, a, r['out']) for a in range(2)])
    kt = np.array([f_k(r, -atom_density(a, R[a])[1]) for a in range(2)])
    fd = np.array([-deriv(lambda Q: E_harris(Q, Q), R, a) for a in range(2)])
    assert np.max(np.abs(hf + kt - fd)) < 1e-8 and abs((hf + kt).sum()) < 1e-6
    fs = f_hf(R, 1, scf(v_ext(R), r['n'], MOL_OCC)['out'])
    print(f"d = {d} bohr, B: HF {hf[1]:.6f}, K {kt[1]:.6f}, F {hf[1]+kt[1]:.6f} Ha/bohr")
    print(f"  FD {fd[1]:.6f}, F_sc {fs:.6f}, HF on A {hf[0]:.6f} Ha/bohr")
print("PASS")
```

It prints:

```
grid: h = 0.2 bohr, x in [-25,25] bohr, 251 points; FD step 0.005 bohr
Z_A = 3, Z_B = 1, N = 4, R_A = -1.0 bohr, R_B = 2.0 bohr
1 Ha/bohr = 51.4221 eV/A
atom A levels -0.77527 -0.10067 Ha; atom B -0.33224 Ha
input levels 1-3: -0.74912 -0.24457 -0.01812 Ha
band = -1.987375 Ha, int n_in v_Hx = 6.750162 Ha
E_Hx[n_in] = 2.935158 Ha, E_II = 0.948683 Ha, E_H = -4.853696 Ha
int|n_out-n_in| = 0.82929 e, int x(n_out-n_in) = 1.98140 e bohr
A: electron-ion 0.388230, ion-ion -0.284605, HF 0.103625 Ha/bohr
A: K term -0.110753 = Hartree -0.138642 + exchange 0.027889 Ha/bohr
A: F formula -0.007128402, FD -0.007128402, diff -6.1e-12 Ha/bohr
A: FD frozen n_in 0.103624900, FD frozen ions -0.110753302 Ha/bohr
A: neutral-atom term -0.054406, pair term 0.019389 Ha/bohr
A: F = -0.3666 eV/A, K term = -5.6952 eV/A
B: electron-ion -0.242764, ion-ion 0.284605, HF 0.041841 Ha/bohr
B: K term -0.034713 = Hartree -0.056277 + exchange 0.021564 Ha/bohr
B: F formula 0.007128402, FD 0.007128402, diff 5.7e-12 Ha/bohr
B: FD frozen n_in 0.041841228, FD frozen ions -0.034712826 Ha/bohr
B: neutral-atom term 0.004954, pair term -0.019389 Ha/bohr
B: F = 0.3666 eV/A, K term = -1.7850 eV/A
sum HF 0.145466, sum K -0.145466, sum F 2.4e-12 Ha/bohr
atom B: int x^2 rho = 1.2879 e bohr^2; at 15 bohr v_ion -0.06652 Ha
  v_NA 3.856e-04 Ha, leading tail 3.766e-04 Ha
kT = 0.05 Ha: TS = 0.115667 Ha, F_B formula 0.005168353 Ha/bohr
  FD with -TS 0.005168353, FD without -TS 0.012636029 Ha/bohr
Gaussian exponents (0.15, 0.6) bohr^-2 on each atom; forces in Ha/bohr
s basis, A: HF+K 0.01710431, Pulay -0.04537292, sum -0.02826861, FD -0.02826861
s basis, B: HF+K 0.09000351, Pulay -0.06173490, sum 0.02826861, FD 0.02826861
s,p basis, A: HF+K -0.00798735, Pulay 0.00083367, sum -0.00715369, FD -0.00715369
s,p basis, B: HF+K 0.00707474, Pulay 0.00007894, sum 0.00715369, FD 0.00715369
E_sc = -4.835408 Ha, E_H - E_sc = -0.018288 Ha, SCF gap 0.18274 Ha
F_sc: A 0.014423, B -0.014423 Ha/bohr; B = -0.7417 eV/A
F_sc on B from FD of E_sc -0.014423 Ha/bohr
F_H-F_sc: A -0.021551, B 0.021551 Ha/bohr
HF-F_sc: A 0.089202, B 0.056264 Ha/bohr
path n_sc + lam(n_at-n_sc), lam = 0.004 and 0.008
(E_H-E_sc)/lam^2: extrapolated -0.018584, predicted -0.018584 Ha
A: HF error/lam 0.108528, predicted 0.108528 Ha/bohr
A: atomic-corrected error/lam -0.015668, predicted -0.015668 Ha/bohr
A: response-corrected error -1.455e-07, -5.813e-07 Ha/bohr, order 1.998
B: HF error/lam 0.060937, predicted 0.060937 Ha/bohr
B: atomic-corrected error/lam 0.020223, predicted 0.020223 Ha/bohr
B: response-corrected error 7.281e-08, 2.910e-07 Ha/bohr, order 1.999
d = 2.0 bohr, B: HF 0.194866, K -0.034550, F 0.160315 Ha/bohr
  FD 0.160315, F_sc 0.157804, HF on A -0.143482 Ha/bohr
d = 4.0 bohr, B: HF 0.030702, K -0.037334, F -0.006632 Ha/bohr
  FD -0.006632, F_sc -0.041057, HF on A 0.148434 Ha/bohr
PASS
```
